# Comment on a soft-mode argument about lambda and Tc

**The argument under comment.** A phonon group softens as a crystal approaches a lattice instability, and the coupling constant $\lambda$ diverges. The argument makes three claims.

1. The divergence of $\lambda$ does not imply a diverging $T_c$.
2. Spectral weight moved below about $k_BT_c$ stops pairing, so the soft group's contribution to $T_c$ peaks and then falls, in particular when the softening is confined to few wavevectors.
3. A standard $T_c$ formula containing the logarithmic average frequency shows this peak.

The first claim is right. In isotropic theory the second is wrong for a mode that merely softens, and the third rests on the formula rather than on the gap equations. The analysis below uses isotropic Migdal–Eliashberg theory with harmonic phonons and a constant electronic density of states. The Coulomb pseudopotential $\mu^*$ is zero unless stated. The algebra is in atomic units with $k_B=1$.

## What softening leaves unchanged

The ionic displacement in a mode of frequency $\Omega$ and mass $M$ is $(b+b^\dagger)/\sqrt{2M\Omega}$. If $d$ is the electronic matrix element of the force, the electron–phonon matrix element is therefore
$$g=\frac{d}{\sqrt{2M\Omega}},\qquad |g|^2=\frac{|d|^2}{2M\Omega}.$$
The mode contributes a peak $S\,\delta(\omega-\Omega)$ to $\alpha^2F(\omega)$. Its area $S$ is proportional to $|g|^2$, so $S=C/(2M\Omega)$, where $C$ collects $|d|^2$ and the Fermi-surface weights. Two integrals over this peak matter:
$$a\equiv 2\int\omega\,\alpha^2F\,d\omega=2\Omega S=\frac{C}{M},\qquad
\lambda\equiv 2\int\frac{\alpha^2F}{\omega}\,d\omega=\frac{2S}{\Omega}=\frac{a}{\Omega^2}.$$

I call $a$ the moment. If the mode softens while the electronic force matrix elements stay the same, $a$ is constant, the area grows as $1/\Omega$, and $\lambda$ grows as $1/\Omega^2$. Softening in this sense does not move a fixed area of $\alpha^2F$ downwards; it creates more area at the lower frequency. Claim 2 overlooks this.

## The diverging term cancels at $T_c$

Let $\omega_n=(2n+1)\pi T$ and $\nu_l=2\pi Tl$ be the fermion and boson Matsubara frequencies. The phonons enter through
$$\lambda(l)=\int\frac{2\omega\,\alpha^2F(\omega)}{\omega^2+\nu_l^2}\,d\omega=\sum_i\frac{a_i}{\Omega_i^2+\nu_l^2},$$
and the usual coupling constant is $\lambda=\lambda(0)$. With $s_m=\operatorname{sgn}\omega_m$, the Eliashberg equations linearized in the gap $\Delta_n$ are
$$Z_n\omega_n=\omega_n+\pi T\sum_m\lambda(n-m)s_m,\qquad
Z_n\Delta_n=\pi T\sum_m\lambda(n-m)\frac{\Delta_m}{|\omega_m|}.$$

Set $\phi_n=\Delta_n/|\omega_n|$ and take $n\ge0$. Then $Z_n\Delta_n=(Z_n\omega_n)\phi_n$. Inserting the first equation into the second and dividing by $\pi T$ gives
$$d_n\phi_n=\sum_m\lambda(n-m)\phi_m,\qquad d_n=2n+1+\sum_m\lambda(n-m)s_m.$$

In the sum for $d_n$, put $k=n-m$. Terms with $k\le n$ carry a plus sign and terms with $k\ge n+1$ a minus sign. Since $\lambda(k)$ is even, the terms $k\le-n-1$ cancel those with $k\ge n+1$, and $-n\le k\le n$ remains:
$$d_n=2n+1+\lambda(0)+2\sum_{l=1}^{n}\lambda(l).$$

The gap is even in frequency, so $\phi_{-m-1}=\phi_m$. Folding negative $m$ onto $m\ge0$ turns the condition for $T_c$ into $\sum_{m\ge0}K_{nm}\phi_m=0$ with
$$K_{nm}=\lambda(n-m)+\lambda(n+m+1)-\delta_{nm}d_n.$$
Let $\kappa$ be the largest eigenvalue of $K$. The normal state is unstable to pairing when $\kappa>0$, and $T_c$ is where $\kappa=0$.

On the diagonal, $\lambda(n-m)$ supplies $+\lambda(0)$ and $d_n$ supplies $-\lambda(0)$. The term that diverges on softening therefore drops out of the equation for $T_c$. Physically, a very slow lattice displacement acts like a static nonmagnetic impurity: it enhances the pairing term and the renormalization $Z$ equally. The terms that remain have a finite soft limit,
$$\lambda_{\rm soft}(l)=\frac{a}{\Omega^2+\nu_l^2}\;\longrightarrow\;\frac{a}{\nu_l^2}\qquad(l\ge1).$$

This settles claim 1. It also casts doubt on claim 2, because each remaining term rises as $\Omega$ falls. What has to be shown is that a larger $\lambda(l)$ with $l\ge1$ raises $T_c$. That is not obvious, since these terms also enter $d_n$ with a negative effect.

## Why softening cannot lower $T_c$ here

Keep a finite number of frequencies $0\le n<N$, with $\phi_n=0$ beyond. The off-diagonal elements of $K$ are positive, so by the Perron–Frobenius theorem its top eigenvector can be chosen positive. I first show that it also does not increase with $n$.

The eigenvalue equation can be written as
$$\phi_n=\frac{c_n}{d_n+\kappa},\qquad c_n=\sum_m\lambda(n-m)\phi_m,$$
with $m$ running over both signs. The denominator is positive: the largest eigenvalue is at least $K_{00}=\lambda(1)-1$, so $d_n+\kappa\ge d_0+\kappa\ge\lambda(0)+\lambda(1)$. The right-hand side is thus a positive linear map acting on $\phi$, and repeated application to any positive starting vector converges in direction to the top eigenvector. It is enough to show that the map keeps a non-increasing vector non-increasing.

Shifting the summation index gives $c_{n+1}=\sum_m\lambda(n-m)\phi_{m+1}$. With $g_m=\phi_m-\phi_{m+1}$,
$$c_n-c_{n+1}=\sum_m\lambda(n-m)g_m.$$
The symmetry $\phi_{-m-1}=\phi_m$ implies $g_{-1}=0$ and $g_{-2-m}=-g_m$. Pairing these terms,
$$c_n-c_{n+1}=\sum_{m\ge0}g_m\left[\lambda(n-m)-\lambda(n+m+2)\right]\ge0,$$
because $|n-m|<n+m+2$ and $\lambda(l)$ decreases with $|l|$. Hence $c_n$ does not increase. Division by $d_n+\kappa$, which is positive and grows with $n$, preserves this, and so does setting the entries beyond $N$ to zero.

Now normalize $\sum_n\phi_n^2=1$. First-order perturbation theory gives $D_l\equiv\partial\kappa/\partial\lambda(l)=\sum_{nm}\phi_n\phi_m\,\partial K_{nm}/\partial\lambda(l)$. For $l\ge1$, $\lambda(l)$ appears where $n-m=\pm l$, where $n+m+1=l$, and twice on each diagonal element with $n\ge l$:
$$D_l=2\sum_{n\ge0}\phi_n\phi_{n+l}+\sum_{j=0}^{l-1}\phi_j\phi_{l-1-j}-2\sum_{n\ge l}\phi_n^2.$$
Since $\phi_n\ge\phi_{n+l}$, the first sum obeys
$$\sum_{n\ge0}\phi_n\phi_{n+l}\ge\sum_{n\ge0}\phi_{n+l}^2=\sum_{n\ge l}\phi_n^2.$$
The first and third terms together are therefore non-negative, and
$$D_l\ge\sum_{j=0}^{l-1}\phi_j\phi_{l-1-j}\ge0.$$

Two consequences follow. Raising $T$ lowers every $\lambda(l)$ with $l\ge1$, so $\kappa$ falls with temperature. Softening a mode at fixed $a$ raises every such $\lambda(l)$, so at the old $T_c$ the eigenvalue becomes positive, and its zero moves to a higher temperature. Within this model, softening at fixed moment raises $T_c$, however low the frequency already is.

With $\mu^*>0$ the eigenvector need not be positive, and this proof does not apply. A numerical test with $\mu^*=0.1$, at fixed $k_BT=0.002$ eV and a fixed number of Matsubara frequencies, still finds $\kappa$ rising at each step of the softening considered below, from $-0.137$ to $0.436$.

## The ceiling

Suppose every mode softens completely and let $A=\sum_ia_i$. Then $\lambda(l)=A/(2\pi Tl)^2$ for $l\ge1$. The matrix depends on $A$ and $T$ through $A/T^2$ alone, so
$$T_c=c\sqrt A .$$
The matrix calculation gives $c=0.1827$. A lower bound follows by hand: $\kappa\ge K_{00}=\lambda(1)-1$, and $\lambda(1)=1$ at $2\pi T=\sqrt A$, so $c\ge1/(2\pi)\approx0.159$. Because softening raises $T_c$, a spectrum with total moment $A$ and nonzero frequencies lies below $c\sqrt A$. A diverging $\lambda$ is compatible with this ceiling because $A$ stays finite.

## A group holding one tenth of the moment

Take round model parameters: all modes start at 0.030 eV with $\lambda=0.8$. The total moment is
$$A=0.8\times(0.030)^2=7.2\times10^{-4}\ \text{eV}^2.$$
One tenth of it, $a=7.2\times10^{-5}$ eV², belongs to a group whose common frequency $\Omega$ is lowered. The rest keeps its share $0.72$ of $\lambda$. At $\Omega=0.005$ eV, for instance, $\lambda=0.72+7.2\times10^{-5}/(2.5\times10^{-5})=3.60$. The last column is the formula of claim 3, discussed below.

| $\Omega$ (eV) | $\lambda$ | $k_BT_c$ (eV) | formula (eV) |
|---|---|---|---|
| 0.0300 | 0.80 | 0.00262 | 0.00241 |
| 0.0150 | 1.04 | 0.00294 | 0.00263 |
| 0.0050 | 3.60 | 0.00316 | 0.00158 |
| 0.0010 | 72.7 | 0.00319 | 0.00030 |
| 0.0001 | 7201 | 0.00319 | 0.00003 |

The Eliashberg $T_c$ rises from 30.4 K to a limit of 37.1 K, a gain of 22 percent, while $\lambda$ grows by a factor of about 9000. The scale of saturation is the first boson frequency, $\nu_1=2\pi k_BT_c=0.01645$ eV at the start: once $\Omega^2\ll\nu_1^2$, further softening hardly changes $a/(\Omega^2+\nu_l^2)$. At $\Omega=0.005$ eV about 94 percent of the gain has been reached. If all modes softened, the ceiling would be $0.1827\times0.02683=0.00490$ eV, or 57 K. Confinement to a small part of the moment makes the gain smaller; it does not reverse it.

The cancellation of $\lambda(0)$ was also tested on the nonlinear gap equations for $\Omega=0.005$ eV. The lowest-frequency gap is about 0.0013 eV at $0.99\,T_c$ and vanishes numerically at $1.01\,T_c$. Raising $\lambda(0)$ by 1, with all other terms unchanged, leaves the gap below $T_c$ the same.

## Where a peak does occur

For small changes the condition $\kappa=0$ gives $(\partial\kappa/\partial T)\,\delta T_c+\sum_lD_l\,\delta\lambda(l)=0$. A small moment $\delta a$ added at frequency $\omega$ changes $\lambda(l)$ by $\delta a/(\omega^2+\nu_l^2)$. Since $\partial\kappa/\partial T<0$,
$$\delta T_c=R(\omega)\,\delta a,\qquad R(\omega)=\frac{1}{|\partial\kappa/\partial T|}\sum_{l\ge1}\frac{D_l}{\omega^2+\nu_l^2}.$$
This response is largest at $\omega=0$ and decreases with $\omega$. In the example it is 16.6 eV⁻¹ at zero frequency and 4.9 eV⁻¹ at 0.030 eV. The linear estimate of the full gain is then $7.2\times10^{-5}\times(16.59-4.89)=8.4\times10^{-4}$ eV. The actual gain is $5.8\times10^{-4}$ eV, so the estimate is too large by nearly half of the actual value. The estimate is of first order in the change, and a change of 22 percent in $T_c$ is too large for it to be accurate.

Now add area instead of moment. An area $\delta S$ at $\omega$ carries the moment $2\omega\,\delta S$, so the response to area is $2\omega R(\omega)$. It vanishes linearly at low frequency. Each of its terms is proportional to $\omega/(\omega^2+\nu_l^2)$, whose derivative has the sign of $\nu_l^2-\omega^2$. All terms still rise for $\omega<\nu_1$, so the maximum cannot lie below $2\pi k_BT_c$. In the example it lies at $7.8\,k_BT_c$. This is the peak behind claim 2, and even here $k_BT_c$ is not its position.

The same group with its area held fixed, $S=0.08\times0.030/2=0.0012$ eV, behaves as claim 2 describes. $k_BT_c$ rises from 0.002618 eV to a maximum of 0.002636 eV at $\Omega=0.0205$ eV, a gain of less than one percent, and falls to 0.002261 eV at $\Omega=0.0001$ eV. With the group removed altogether it is 0.002256 eV. The small remainder is as expected: the moment left is $2S\Omega=2.4\times10^{-7}$ eV², and its linear-response effect of $5.0\times10^{-6}$ eV agrees with the computed excess. The group's pairing fades, but it does not become pair breaking.

Fixed area requires $C=2M\Omega S$ to fall in proportion to $\Omega$. Either the squared force matrix elements or their Fermi-surface weights must then fall as the mode softens, for example because the soft group shrinks to fewer wavevectors. That is an additional statement, which the argument would have to establish; a falling frequency does not supply it.

## The formula used as evidence

At $\mu^*=0$, and without the strong-coupling correction factors of Allen and Dynes, the formula in claim 3 reads
$$T_c^{\rm f}=\frac{\omega_{\log}}{1.2}\exp\left[-\frac{1.04(1+\lambda)}{\lambda}\right],\qquad
\ln\omega_{\log}=\frac{1}{\lambda}\sum_i\lambda_i\ln\Omega_i .$$
Let $\lambda_r$ and $\Omega_0$ belong to the modes that do not soften. Then $\omega_{\log}=\Omega\,(\Omega_0/\Omega)^{\lambda_r/\lambda}$. As $\Omega\to0$, $\lambda_r/\lambda$ vanishes as $\Omega^2$, so $(\lambda_r/\lambda)\ln(\Omega_0/\Omega)\to0$ and $\omega_{\log}\to\Omega$. The exponential tends to $e^{-1.04}$, and
$$T_c^{\rm f}\to\frac{e^{-1.04}}{1.2}\,\Omega\approx0.29\,\Omega\to0 .$$

The table shows the resulting rise and collapse. At $\Omega=0.0001$ eV the formula gives 0.00003 eV, while the equations it is meant to approximate give 0.00319 eV. The formula weights modes by their share of $\lambda(0)$, the quantity that cancels at $T_c$. Between $\Omega=0.015$ and $0.005$ eV it falls from 0.00263 to 0.00158 eV, while the Eliashberg $T_c$ rises. The formula's peak is thus absent from the gap equations and does not support claim 2. The collapse to zero belongs to the uncorrected form, but the strong-coupling factors do not make the formula reliable here. As $\Omega\to0$ the two factors tend to $\sqrt{\lambda/2.46}$ and $\sqrt{A/\lambda}/\omega_{\log}$, so the corrected formula tends to $(e^{-1.04}/1.2)\sqrt{A/2.46}\approx0.188\sqrt A=0.00504$ eV whatever share of the moment softens. That is far above the Eliashberg 0.00319 eV and even above the ceiling of 0.00490 eV. For the group with one tenth of the moment the corrected formula shows no peak. For a group with one hundredth it still does: it reaches about 0.0026 eV near $\Omega=0.01$ eV and drops to about 0.0015 eV near $\Omega=0.0016$ eV, while the Eliashberg $k_BT_c$ rises to 0.00270 eV.

## Few wavevectors

If softening is centred on one wavevector, even the divergence of $\lambda$ needs checking. Let the group fill a ball in $D$ dimensions with scaled radius $0\le x\le1$, uniform moment density, and $\omega^2=\Omega^2+W^2x^2$. With $r=\Omega/W$,
$$\lambda_{\rm group}=\frac{a}{W^2}\int_0^1\frac{D\,x^{D-1}}{r^2+x^2}\,dx .$$
For $D=3$, writing $x^2/(r^2+x^2)=1-r^2/(r^2+x^2)$ gives
$$\lambda_{\rm group}=\frac{3a}{W^2}\left[1-r\arctan\frac1r\right]\to\frac{3a}{W^2},$$
which is finite. For $D=2$ the integral gives $(a/W^2)\ln(1+1/r^2)$, a logarithmic divergence. For $D=1$ it gives $(a/W^2)\arctan(1/r)/r$, which grows as $1/\Omega$. With $W=0.030$ eV and $\Omega=0.0001$ eV the group's $\lambda$ is 0.24, 0.91 and 37.6 in three, two and one dimensions. In all three cases $T_c$ stays below the 37.1 K found when the whole group softens completely. Fermi-surface nesting can concentrate the moment near the soft wavevector; the uniform density then fails, and $\lambda$ can grow faster.

Few wavevectors also strain the isotropic assumption. If $\phi$ depends on the Fermi-surface point $k$, the zero-frequency terms combine into $\sum_{k'}\lambda_{kk'}(0)(\phi_{k'}-\phi_k)$. This vanishes when $\phi$ is equal at the points connected by the soft mode, but not in general. Multiplying by $\phi_k$ and summing over $k$, with $\lambda_{kk'}(0)$ symmetric and non-negative, gives $-\tfrac12\sum_{kk'}\lambda_{kk'}(0)(\phi_k-\phi_{k'})^2\le0$. Where the soft mode connects points with different $\phi$, this term opposes pairing. For a given $\phi$ it grows as the mode softens, but $\phi$ can respond by becoming more equal at the connected points, which makes the term smaller again. The monotonic rise is therefore not guaranteed for an anisotropic gap, and $T_c$ can fall. Close to the instability, anharmonicity, changes in the electronic states and the failure of Migdal's approximation may also intervene. The effect of each on $T_c$ needs its own calculation.

## Requested revision

Claim 2 should be replaced by a statement that names the model and what is held fixed. The following holds in isotropic Migdal–Eliashberg theory with harmonic phonons and $\mu^*=0$. At fixed force matrix elements, the soft group's contribution to $T_c$ rises and saturates once $\Omega$ is well below $2\pi k_BT_c$. At fixed area of $\alpha^2F$, it peaks at several $k_BT_c$ and fades. The evidence for claim 3 should come from the gap equations, as in the numerical output below.

## Values computed for the example and the checks

```
Starting frequency of all modes: 0.030 eV
Starting lambda: 0.80;  softening share of moment: 0.10
Total moment A: 0.000720 eV^2;  sqrt(A): 0.02683 eV
Fixed moment: w (eV), lambda, k_B Tc (eV), log formula (eV)
  0.0300      0.800  0.002618  0.002408
  0.0200      0.900  0.002810  0.002566
  0.0150      1.040  0.002936  0.002626
  0.0100      1.440  0.003063  0.002478
  0.0050      3.600  0.003158  0.001579
  0.0020     18.720  0.003188  0.000618
  0.0010     72.720  0.003193  0.000300
  0.0001   7200.720  0.003194  0.000029
Fixed area: w (eV), lambda, k_B Tc (eV)
  0.0300     0.800  0.002618
  0.0200     0.840  0.002636
  0.0150     0.880  0.002623
  0.0100     0.960  0.002574
  0.0050     1.200  0.002461
  0.0020     1.920  0.002350
  0.0010     3.120  0.002305
  0.0001    24.720  0.002261
Start: k_B Tc = 0.002618 eV, Tc = 30.38 K
Soft limit, fixed moment: 0.003194 eV, 37.06 K
Gain at soft limit: 0.000576 eV, 21.99 percent
Linear-response estimate of that gain: 0.000842 eV
Soft group removed: 0.002256 eV, 26.18 K
Fixed area, w=0.0001 eV, excess over removed: 5.014e-06 eV
Linear-response value of that excess: 5.029e-06 eV
All modes soft (ceiling): 0.004903 eV, 56.90 K
Ceiling coefficient k_B Tc/sqrt(A): 0.1827
One-frequency lower bound 1/(2 pi): 0.1592
Fixed-area optimum: w = 0.0205 eV, k_B Tc = 0.002636 eV
Optimum w/(k_B Tc): 7.79
First boson frequency at starting Tc: 0.01645 eV
Response to area peaks at w/(k_B Tc): 7.82
Response to moment at w=0: 16.5895 1/eV
Response to moment at w=0.030 eV: 4.8934 1/eV
Response to moment halves at w/(k_B Tc): 7.09
Gap at 0.99 Tc, w=0.005 eV: 0.001312 eV
Same with lambda(0) raised by 1: 0.001312 eV
Gap at 1.01 Tc, w=0.005 eV: 2.0e-12 eV
mu*=0.1, k_B T=0.002 eV: kappa at w=0.030 eV: -0.1370
mu*=0.1, k_B T=0.002 eV: kappa at w=0.0001 eV: 0.4356
Point softening, W=0.030 eV, minimum w=0.0001 eV:
  lambda of the group in 3 dimension(s): 0.2387
  lambda of the group in 2 dimension(s): 0.9126
  lambda of the group in 1 dimension(s): 37.6191
```
